# Lorentzian Broadening of an Adsorbate Level by a Wide Metal Band

A calculation of electron-driven contamination has to decide what becomes of an electron caught in an empty level of a molecule on a metal surface. It may be treated as staying until the nuclei move and a bond breaks, or it may be given a finite lifetime against escape into the metal. The choice depends on the width of the level. That width follows from two quantities, the coupling and the metal density of states, provided that both refer to the same metal states.

## The level and its Green function

Let $|a\rangle$ be the adsorbate orbital, with energy $\varepsilon_a$, and let $|k\rangle$ be the metal states, with energies $\varepsilon_k$. All these states are orthonormal. The electrons are independent, and one spin is treated at a time. In atomic units, with energies measured from the Fermi level,

$$H=\varepsilon_a|a\rangle\langle a|+\sum_k\varepsilon_k|k\rangle\langle k|+\sum_k\left(V_k|a\rangle\langle k|+V_k^*|k\rangle\langle a|\right).\tag{1}$$

The Green function $G(z)$ is defined by $(z-H)G=1$. Its $aa$ and $ka$ elements obey

$$(z-\varepsilon_a)G_{aa}-\sum_kV_kG_{ka}=1,\qquad (z-\varepsilon_k)G_{ka}-V_k^*G_{aa}=0.\tag{2}$$

The second equation gives $G_{ka}=V_k^*G_{aa}/(z-\varepsilon_k)$. Inserting this in the first gives

$$G_{aa}(z)=\frac{1}{z-\varepsilon_a-\Sigma(z)},\qquad \Sigma(z)=\sum_k\frac{|V_k|^2}{z-\varepsilon_k}.\tag{3}$$

If $|j\rangle$ are the eigenstates of $H$, with energies $E_j$, then $G_{aa}(z)=\sum_j|\langle a|j\rangle|^2/(z-E_j)$. For $z=\varepsilon+i\eta$ with $\eta>0$,

$$\frac{1}{x+i\eta}=\frac{x}{x^2+\eta^2}-\frac{i\eta}{x^2+\eta^2}.\tag{4}$$

The last fraction, $\eta/(x^2+\eta^2)$, has area $\pi$ and narrows to $\pi\delta(x)$ as $\eta\to0$. The density of states on the adsorbate is therefore

$$\rho_a(\varepsilon)=\sum_j|\langle a|j\rangle|^2\delta(\varepsilon-E_j)=-\frac1\pi\,\mathrm{Im}\,G_{aa}(\varepsilon+i0).\tag{5}$$

Applying (4) to the self-energy in (3) gives $\Sigma(\varepsilon+i0)=\Lambda(\varepsilon)-i\Delta(\varepsilon)$, where

$$\Delta(\varepsilon)=\pi\sum_k|V_k|^2\delta(\varepsilon-\varepsilon_k),\qquad \Lambda(\varepsilon)=\frac1\pi\,\mathrm{P}\!\!\int\frac{\Delta(\varepsilon')}{\varepsilon-\varepsilon'}\,d\varepsilon'.\tag{6}$$

Here P denotes the principal value. A smooth $\Delta$ requires the metal to be made infinite first, so that the level spacing $d$ is far below $\eta$, and $\eta$ to be made small afterwards. For 200,000 levels spread over 20 eV, $d=10^{-4}$ eV. With the parameters of the example below, $\eta=0.002$ eV gives $-\mathrm{Im}\,\Sigma=0.1571$ eV midway between two levels. With $\eta=10^{-7}$ eV the same sum gives 0.0005 eV: the discrete levels are resolved and the width is lost.

Inside the band, (3), (5) and (6) give

$$\rho_a(\varepsilon)=\frac1\pi\,\frac{\Delta(\varepsilon)}{[\varepsilon-\varepsilon_a-\Lambda(\varepsilon)]^2+\Delta(\varepsilon)^2}.\tag{7}$$

## The wide flat band

Take $N$ metal states spread uniformly from $B$ to $T$, a width $W=T-B$. Let the orbital couple with strength $V$ to one site on which each metal state has weight $1/N$. Then $|V_k|^2=V^2/N$, and the density of all the states is $N/W$. The factors of $N$ cancel in (6):

$$\Delta=\pi\,\frac{V^2}{N}\,\frac NW=\pi V^2\rho,\qquad \rho=\frac1W.\tag{8}$$

Here $\rho$ is the density per site and per spin. One could equally use the coupling to one extended state together with the total density, but mixing the two normalizations would leave a factor of $N$.

The integral in (6) is elementary:

$$\Lambda(\varepsilon)=V^2\rho\left[-\ln|\varepsilon-\varepsilon'|\right]_{B}^{T}=V^2\rho\,\ln\left|\frac{\varepsilon-B}{T-\varepsilon}\right|.\tag{9}$$

States below $\varepsilon$ push the level up and states above push it down. For a symmetric band, $B=-D$ and $T=D$, the shift is $\Lambda\simeq2V^2\rho\,\varepsilon/D$ when $|\varepsilon|\ll D$. It vanishes as $D\to\infty$ with $\Delta$ held fixed. If the edges recede in a fixed unequal ratio, a constant shift $V^2\rho\ln(|B|/T)$ remains and can be absorbed in $\varepsilon_a$. In either case

$$\rho_a(\varepsilon)\to\frac1\pi\,\frac{\Delta}{(\varepsilon-\varepsilon_a)^2+\Delta^2},\qquad \Delta=\pi V^2\rho.\tag{10}$$

The maximum is $1/(\pi\Delta)$. Half of it is reached when $(\varepsilon-\varepsilon_a)^2=\Delta^2$, so $\Delta$ is the half-width at half maximum and the full width is $2\Delta$.

The approach to this limit can be followed with $\Delta=0.157$ eV and $\varepsilon_a=2$ eV held fixed. Within 1 eV of the level, the largest difference between (7) and (10), relative to the Lorentzian's peak, is 0.088 for a band of $\pm10$ eV and 0.0087 for $\pm100$ eV. Since $\Delta$ is constant inside the band, all of it comes from $\Lambda(\varepsilon)$, and most of it from the value of $\Lambda$ at the level. In units of its peak, the Lorentzian is $1/(1+u^2)$ with $u=(\varepsilon-\varepsilon_a)/\Delta$, and its steepest slope is 0.65, at $|u|=1/\sqrt3$. For the narrower band $\Lambda(2\ \mathrm{eV})=0.05\ln(12/8)=0.020$ eV, which alone gives $0.65\times0.020/0.157\approx0.08$.

## Corrections from the band edges

For a finite band, the resonance lies at the solution of $\varepsilon_r=\varepsilon_a+\Lambda(\varepsilon_r)$. Near it, to first order,

$$\varepsilon-\varepsilon_a-\Lambda(\varepsilon)\simeq(1-\Lambda')(\varepsilon-\varepsilon_r),\qquad \Lambda'=V^2\rho\left(\frac1{\varepsilon_r-B}+\frac1{T-\varepsilon_r}\right).\tag{11}$$

Substituting in (7) and dividing numerator and denominator by $(1-\Lambda')^2$ gives

$$\rho_a\simeq\frac{Z}{\pi}\,\frac{\Gamma}{(\varepsilon-\varepsilon_r)^2+\Gamma^2},\qquad Z=\frac1{1-\Lambda'},\qquad \Gamma=Z\Delta.\tag{12}$$

Inside a flat band $\Lambda'>0$, so the line is slightly wider than $\Delta$. The factor $Z$ then exceeds one. It is the area of the local Lorentzian fit extended to all energies, not a probability.

Outside the band $\Delta(\varepsilon)=0$, and $G_{aa}$ can have poles on the real axis. These are bound states, at $\varepsilon_b=\varepsilon_a+\Lambda(\varepsilon_b)$. Expanding the denominator of (3) about the pole gives the adsorbate weight $1/[1-\Lambda'(\varepsilon_b)]$. Just above the top edge, put $\varepsilon_b=T+\delta$ with $\delta\ll W$. Then (9) becomes $\Lambda\simeq V^2\rho\ln(W/\delta)$. If $\delta$ is also small compared with $V^2\rho$, it can be dropped from the left side of the pole condition, and

$$\delta\simeq W\exp\left[-\frac{T-\varepsilon_a}{V^2\rho}\right].\tag{13}$$

This state exists at any coupling because the sharp edge of a flat band makes $\Lambda$ diverge. Where $\Lambda$ stays finite at the edge, a state splits off above the band if $\varepsilon_a+\Lambda(T)>T$.

Strong coupling shows how the Lorentzian fails. For a band of $\pm1$ eV, $\varepsilon_a=0.30$ eV and $V^2\rho=0.18$ eV, $\Delta=0.57$ eV is comparable with the half-band. The weight inside the band is 0.829; the upper and lower bound states carry 0.163 and 0.008. The three sum to one, but a Lorentzian would miss the discrete states.

## Which metal density of states

Suppose that the orbital couples to a single metal orbital $|s\rangle$. Then $V_k=V\langle s|k\rangle$, and (6) gives

$$\Delta(\varepsilon)=\pi V^2\sum_k|\langle s|k\rangle|^2\delta(\varepsilon-\varepsilon_k)=\pi V^2\rho_s(\varepsilon).\tag{14}$$

The density required is the local one at the contact site of the bare metal. A semi-infinite chain with hopping $\beta$ and site energy zero shows the difference from the bulk. Its end site is coupled by $\beta$ to the end of an identical chain, so the elimination that led to (3) gives $g=1/(z-\beta^2g)$ for the end-site Green function, or $\beta^2g^2-zg+1=0$. The root with negative imaginary part is

$$g(\varepsilon+i0)=\frac{\varepsilon-i\sqrt{4\beta^2-\varepsilon^2}}{2\beta^2},\qquad \rho_{\rm end}(0)=\frac{1}{\pi\beta}.\tag{15}$$

In the bulk, $\varepsilon=2\beta\cos\theta$ with $\theta$ uniform between 0 and $\pi$. The density per site is $(1/\pi)|d\theta/d\varepsilon|=1/(2\pi\beta\sin\theta)$, or $1/(2\pi\beta)$ at the band centre. This is half the end-site value.

For $\beta=5$ eV, $V=1$ eV and $\varepsilon_a=0$, the full width $2\Delta$, which is also the decay rate derived below, is 0.400 eV with the end density and 0.200 eV with the bulk density. Diagonalizing a chain of 600 sites gives a rate of 0.408 eV. The remaining 2 percent is the band correction: from (15), $\Lambda=V^2\varepsilon/(2\beta^2)$, so $\Lambda'=0.02$ and $2\Gamma=0.400/0.98=0.408$ eV.

## Decay in time

An electron placed in $|a\rangle$ at $t=0$ has the later amplitude $A(t)=\int\rho_a(\varepsilon)e^{-i\varepsilon t}d\varepsilon$, as expansion in eigenstates shows. For the Lorentzian (10) and $t>0$, the contour closes in the lower half-plane around the pole at $\varepsilon_a-i\Delta$. The clockwise direction gives a factor $-2\pi i$, and the residue is $e^{-i\varepsilon_at-\Delta t}\,\Delta/[\pi(-2i\Delta)]$. Their product gives

$$A(t)=e^{-i\varepsilon_at-\Delta t},\qquad P(t)=|A|^2=e^{-2\Delta t},\qquad \tau=\frac1{2\Delta}.\tag{16}$$

In ordinary units $\tau=\hbar/(2\Delta)$. The amplitude decays at the rate $\Delta$ and the probability at twice that rate.

At very short times a finite band behaves differently. Since $\langle a|H^2|a\rangle=\varepsilon_a^2+\sum_k|V_k|^2$,

$$A\simeq1-i\varepsilon_at-\tfrac12\left(\varepsilon_a^2+\sum_k|V_k|^2\right)t^2,\qquad P\simeq1-t^2\sum_k|V_k|^2.\tag{17}$$

The terms in $\varepsilon_a^2$ cancel in $P$. For the flat band the sum is $V^2=\Delta W/\pi$. It grows with $W$ at fixed $\Delta$, so the quadratic start shrinks away in the wide-band limit.

## An electron on a contaminated electrode

Consider a contaminant molecule on a gold-coated electrode of an electron-beam writer. The rough model values are $\varepsilon_a=2$ eV, $V=1$ eV and a flat sp band from $-9$ to 11 eV with one state per site and spin. Then $\rho=1/20=0.05$ eV$^{-1}$, and

$$\Delta=\pi(1)^2(0.05)=0.157\ \mathrm{eV}=0.0058\ \mathrm{hartree},\qquad \tau=\frac{\hbar}{0.314\ \mathrm{eV}}=2.1\ \mathrm{fs}.\tag{18}$$

The value 0.05 eV$^{-1}$ is an average over the band, not the density of gold at the level. A parabolic band with one electron per atom gives 0.09 eV$^{-1}$ at 2 eV if its bottom lies at $-9$ eV, and 0.16 eV$^{-1}$ with the free-electron mass. At the same $V$ these would give $\tau=1.1$ and 0.7 fs, so for gold (18) fixes only the order of magnitude. From (9), the band shifts the level by about $0.05\ln(11/9)=0.010$ eV, and (11) gives $\Lambda'=0.010$. The predicted peak and half-width are 2.010 and 0.159 eV. Diagonalizing the level with 1400 metal states gives the same values to these digits. The matrix decay rate, 0.3175 eV, agrees with $2\Gamma$ to 0.1 percent. By (13), the bound state above the band is $10^{-77}$ eV from the edge and has no physical importance.

A molecular vibration of quantum 0.15 eV has a period of 27.6 fs. Over a quarter of it, 6.9 fs, the survival probability is $e^{-6.9/2.1}\approx0.037$, with $\Delta$ held fixed during the motion. In this model most captured electrons leave before the nuclei have moved far, so the calculation needs the finite lifetime. The 4 percent is not a bond-breaking yield, which would also require the forces in the charged molecule.

Integrating (10) up to the Fermi level gives the occupation per spin at zero temperature:

$$n=\frac12-\frac1\pi\arctan\frac{\varepsilon_a}{\Delta}.\tag{19}$$

For the example $n=0.0249$, whereas the finite sp band gives 0.0207. The wide-band value is 20 percent above the finite-band one, although the widths differ by 1 percent. A nearly empty level is filled through the far tail of the Lorentzian, and the part below the band bottom, about $\Delta/[\pi(\varepsilon_a-B)]=0.05/11=0.0045$, does not exist in the finite band.

## What the model leaves out

Gold also has a d band, taken here as flat from $-7$ to $-2$ eV, with a site coupling $V_d=1$ eV and no direct mixing with the sp band. The level lies outside it, so it adds no decay channel at that energy. By (9) its shift is about $(1/5)\ln(9/4)=0.16$ eV, as large as $\Delta$; with the sp band unchanged, the half-width becomes 0.155 eV. The d band matters more for the occupation. To lowest order in both couplings, $V$ and $V_d$, it adds $\int_{-7}^{-2}(V_d^2/5)(\varepsilon-\varepsilon_a)^{-2}d\varepsilon=(1/5)(1/4-1/9)=0.028$ per spin. Solving the model with both bands reduces this to 0.023, still slightly more than the 0.021 from the sp band alone.

With a Coulomb repulsion $U=3$ eV in mean field, each spin sees $\varepsilon_a+Un$. The sp band alone then gives a self-consistent shift of 0.06 eV. Adding the d-band occupation raises the estimate to about $3(0.021+0.023)\approx0.13$ eV before feedback. Temperature does not enter (10) for independent electrons. At 300 K the Fermi function changes $n$ by about $10^{-5}$.

The level energy must include the attraction of the electron to its image. At a distance $x$ from the image plane the force is $1/(2x)^2$, and the work from infinity to height $h$ is $1/(4h)$. At 3 Å this classical estimate is 1.2 eV, over seven times $\Delta$. A free-molecule level inserted without it would be badly misplaced. Moving the molecule out by 0.1 Å raises the level by 0.04 eV.

Vibrations broaden the measured line as well. Let capture add a force term $\lambda(b+b^\dagger)$ to an oscillator of quantum $\omega$, where $b$ lowers the vibration by one quantum. The relaxation energy is $E_R=\lambda^2/\omega$. For a vertical transition without electronic decay, the energy variance is that of the added term in the initial thermal state:

$$\sigma^2=\lambda^2\langle(b+b^\dagger)^2\rangle=E_R\,\omega\coth\frac{\omega}{2k_BT_{\rm s}},\tag{20}$$

where $T_{\rm s}$ is the temperature. For $E_R=0.30$ eV and $\omega=0.15$ eV at 300 K, $\sigma=0.21$ eV. This is an rms spread, not a half-width, and cannot simply be added to $\Delta$. Its size still shows that such a line width could not be read as the electronic width alone: folding the vibrational lines with the Lorentzian gives a half-width of 0.34 eV. The short lifetime does not leave the nuclei untouched either. An electron that escapes at time $t$ leaves $2E_R(1-\cos\omega t)$ in the vibration, and averaging over $2\Delta e^{-2\Delta t}$ gives $2E_R\omega^2/(\omega^2+4\Delta^2)=0.11$ eV, with about a third of the molecules excited, although the mean displacement at escape is only about half the zero-point spread.

Direct contact is another assumption that can fail on a real electrode. A coupling of 1 eV describes a strong bond to the metal, and a saturated hydrocarbon, weakly held and without a low empty level, is a poor match to these values. A molecule on top of an existing contamination film couples more weakly still. Since $\Delta\propto V^2$, a coupling of 0.1 eV with the same band gives $\tau=210$ fs, several vibration periods, and escape into the metal no longer precedes nuclear motion. The short lifetime in (18) therefore applies to strongly coupled molecules in contact with the metal. A level 2 eV above the Fermi level also lies below the vacuum level of gold, so it is filled by hot electrons from the metal. A resonance above the vacuum level, which can capture free electrons, also decays into the vacuum, a channel absent from (1). The numerical output below gives the values to more digits.

## Computed values

```
level above Fermi level: 2.00 eV
site coupling V: 1.00 eV
sp band bottom, top: -9.0, 11.0 eV
density per site and spin: 0.0500 1/eV
half-width Delta: 0.1571 eV
half-width Delta: 0.00577 hartree
full width 2 Delta: 0.3142 eV
peak height of Lorentzian: 2.026 1/eV
self-energy sum, -imaginary part: 0.1571 eV
same, limits reversed: 0.000493 eV
finite-band peak, formula: 2.0101 eV
finite-band peak, matrix: 2.0101 eV
finite-band half-width, formula: 0.1587 eV
finite-band half-width, matrix: 0.1587 eV
max error/peak, band +-10 eV: 0.0880
max error/peak, band +-100 eV: 0.00866
upper bound state to band edge: 1.3e-77 eV
strong test (band +-1 eV), level: 0.30 eV
strong test, V^2 rho: 0.18 eV
strong test, weight in band: 0.8293
strong test, upper bound weight: 0.1627
strong test, lower bound weight: 0.0080
residence time: 2.10 fs
matrix survival at one residence time: 0.3715
matrix decay rate: 0.3175 eV (hbar=1)
vibration quantum: 0.15 eV
vibration period: 27.6 fs
survival for a quarter period: 0.0373
chain hopping, coupling: 5.0, 1.0 eV
chain decay rate, matrix: 0.4083 eV
chain rate, end density: 0.4000 eV
chain rate, bulk density: 0.2000 eV
occupation per spin, wide band: 0.02495
occupation per spin, finite band: 0.02072
d band bottom, top: -7.0, -2.0 eV
d band site coupling: 1.00 eV
extra peak shift from d band: 0.1592 eV
half-width with d band: 0.1546 eV
repulsion U: 3.0 eV
mean-field repulsion shift: 0.0600 eV
temperature: 300 K
thermal energy: 0.0259 eV
thermal change of occupation: 1.36e-05
height above image plane: 3.0 angstrom
image lowering of empty level: 1.200 eV
image change for 0.1 angstrom: 0.0387 eV
vibrational relaxation energy: 0.30 eV
vibrational rms spread: 0.2128 eV
```
